# Positive splitting for acid-quencher neutralization and diffusion in photoresist: verification in Python

```python
"""
Positive splitting for acid-quencher neutralization and diffusion in a resist.

Model:  da/dt = Da a_xx - k a q,   dq/dt = Dq q_xx - k a q,   no-flux ends.
Result under test: exact neutralization in each cell, combined with the exact
heat kernel of the cell equations, keeps a and q non-negative for every time
step, conserves the sum of (a - q), and converges with order 1 (two substeps)
or order 2 (symmetric form).

Symbols: a acid, q quencher (nm^-3); Da, Dq diffusivities (nm^2/s);
k neutralization constant (nm^3/s); h cell width (nm); tau time step (s);
r = D tau / h^2; dose = time integral of acid (s/nm^3);
kd deblocking constant (nm^3/s), blocked fraction = exp(-kd dose).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm

# Rough typical values for a 193 nm chemically amplified resist
PAG = 0.060            # photoacid generator, nm^-3
DILL_C = 0.05          # cm^2/mJ
EXPOSURE = 25.0        # mJ/cm^2
QUENCHER = 0.015       # nm^-3
DA, DQ = 1.0, 0.1      # nm^2/s
K = 10.0               # nm^3/s
KD = 2.0               # nm^3/s
LENGTH = 40.0          # nm, half a period
BAKE = 60.0            # s
TEMPERATURE = 383.0    # K
BARRIER = 1.0          # eV, common to all rates
ABSORB = 1.2           # 1/um
FILM = 90.0            # nm
CELLS = 80


def second_difference(n):
    matrix = -2.0 * np.eye(n) + np.eye(n, k=1) + np.eye(n, k=-1)
    matrix[0, 0] = matrix[-1, -1] = -1.0
    return matrix


def heat_kernel(n, r):
    """exp(r T) as a sum of non-negative terms only."""
    hop = np.eye(n) + 0.5 * second_difference(n)
    theta = 2.0 * r
    term = np.exp(-theta) * np.eye(n)
    total = term.copy()
    for m in range(1, int(theta + 12.0 * np.sqrt(theta) + 30.0)):
        term = (term @ hop) * (theta / m)
        total += term
    return total


def neutralize(a, q, k, time):
    """Exact flow of a' = q' = -k a q; also the time integral of a."""
    minor, major = np.minimum(a, q), np.maximum(a, q)
    z = k * time * (major - minor)
    phi = np.where(z > 0, -np.expm1(-z) / np.where(z > 0, z, 1.0), 1.0)
    growth = k * time * minor * phi
    new_major = major / (1.0 + growth)
    new_minor = minor * np.exp(-z) / (1.0 + growth)
    acid_rich = a >= q
    dose = (np.log1p(growth) + np.where(acid_rich, z, 0.0)) / k
    return (np.where(acid_rich, new_major, new_minor),
            np.where(acid_rich, new_minor, new_major), dose)


def simulate(a, q, tau, steps, scheme="symmetric", k=K):
    n = len(a)
    h = LENGTH / n
    kernel_a = heat_kernel(n, DA * tau / h**2)
    kernel_q = heat_kernel(n, DQ * tau / h**2)
    before, after = {"symmetric": (0.5, 0.5), "reaction first": (1.0, 0.0),
                     "reaction last": (0.0, 1.0)}[scheme]
    dose = np.zeros(n)
    lowest = min(a.min(), q.min())
    for _ in range(steps):
        if before:
            a, q, part = neutralize(a, q, k, before * tau)
            dose = dose + part
        a, q = kernel_a @ a, kernel_q @ q
        lowest = min(lowest, a.min(), q.min())
        if after:
            a, q, part = neutralize(a, q, k, after * tau)
            dose = dose + part
        lowest = min(lowest, a.min(), q.min())
    return a, q, dose, lowest


def integrate_cells(a, q, time, rtol=1e-11, atol=1e-14):
    """Unsplit integration of the coupled cell equations."""
    n = len(a)
    h = LENGTH / n
    lap = second_difference(n) / h**2

    def rhs(_, y):
        acid, base = y[:n], y[n:2 * n]
        loss = K * acid * base
        return np.concatenate([DA * (lap @ acid) - loss,
                               DQ * (lap @ base) - loss, acid])
    out = solve_ivp(rhs, (0.0, time), np.concatenate([a, q, np.zeros(n)]),
                    method="DOP853", rtol=rtol, atol=atol)
    assert out.success
    return out.y[:n, -1], out.y[n:2 * n, -1], out.y[2 * n:, -1]


def acid_from_exposure(energy):
    return PAG * (1.0 - np.exp(-DILL_C * energy))


def centres(n):
    return (np.arange(n) + 0.5) * LENGTH / n


def sharp_start(n, energy=EXPOSURE):
    x = centres(n)
    return (acid_from_exposure(np.where(x < LENGTH / 2, energy, 0.0)),
            np.full(n, QUENCHER))


THRESHOLD = np.log(2.0) / KD


def edge_position(dose):
    """Where half of the polymer is deblocked, and the dose slope there."""
    assert dose[0] > THRESHOLD > dose[-1]
    i = int(np.argmax(dose < THRESHOLD)) - 1
    h = LENGTH / len(dose)
    slope = (dose[i + 1] - dose[i]) / h
    return (i + 0.5) * h + (THRESHOLD - dose[i]) / slope, slope


# --- Neutralization flow and dose against numerical integration
flow_error = 0.0
for a0, q0 in [(0.04, 0.015), (0.01, 0.05), (0.03, 0.03), (0.04, 0.0)]:
    sol = solve_ivp(lambda t, y: [-K * y[0] * y[1], -K * y[0] * y[1], y[0]],
                    (0, 6.0), [a0, q0, 0.0], method="DOP853",
                    rtol=1e-12, atol=1e-15)
    closed = np.array(neutralize(np.array([a0]), np.array([q0]), K, 6.0))
    flow_error = max(flow_error, np.abs(closed[:, 0] - sol.y[:, -1]).max())
assert flow_error < 1e-10

# --- Heat kernel against a general matrix exponential
r_acid = DA * 6.0 / (LENGTH / CELLS)**2
kernel = heat_kernel(CELLS, r_acid)
kernel_error = np.abs(kernel - expm(r_acid * second_difference(CELLS))).max()
assert kernel_error < 1e-11 and kernel.min() >= 0.0
assert np.abs(kernel.sum(axis=0) - 1).max() < 1e-11
assert np.abs(kernel.sum(axis=1) - 1).max() < 1e-11

# --- Positivity, maximum bound and conservation on harsh random profiles
rng = np.random.default_rng(7)
harsh_lowest = np.inf
for scheme in ("symmetric", "reaction first", "reaction last"):
    for _ in range(5):
        a0 = rng.random(CELLS) * (rng.random(CELLS) < 0.5)
        q0 = rng.random(CELLS) * (rng.random(CELLS) < 0.5)
        a1, q1, _, low = simulate(a0, q0, 30.0, 4, scheme, k=1e4)
        harsh_lowest = min(harsh_lowest, low)
        assert np.isfinite(a1).all() and np.isfinite(q1).all()
        assert a1.max() <= a0.max() + 1e-11
        assert q1.max() <= q0.max() + 1e-11
        assert abs((a1 - q1).sum() - (a0 - q0).sum()) < 1e-9
assert harsh_lowest >= 0.0

# --- Crank-Nicolson and forward Euler on a spike and on a clean edge
n_long = 400
lap_long = second_difference(n_long)
spike = np.zeros(n_long)
spike[n_long // 2] = 1.0
step = (np.arange(n_long) < n_long // 2).astype(float)
cn_rows = []
for r in (1.4, 1.6, r_acid):
    left = np.eye(n_long) - 0.5 * r * lap_long
    right = np.eye(n_long) + 0.5 * r * lap_long
    new_spike = np.linalg.solve(left, right @ spike)
    new_step = np.linalg.solve(left, right @ step)
    root = 1.0 / np.sqrt(1.0 + 2.0 * r)
    inside, outside = new_step[n_long // 2 - 1], new_step[n_long // 2]
    assert abs(new_spike[n_long // 2] - (2 * root - 1)) < 1e-9
    assert abs(inside - root) < 1e-9 and abs(outside - 1 + root) < 1e-9
    assert (new_spike.min() < -1e-6) == (r > 1.5)
    assert (inside < outside) == (r > 1.5)
    assert new_step.min() > -1e-12
    cn_rows.append((r, new_spike[n_long // 2], inside, outside))
euler_edge = (step + r_acid * (lap_long @ step))[n_long // 2 - 1]
assert abs(euler_edge - (1 - r_acid)) < 1e-10

# --- One-step error of reaction-first splitting on smooth profiles
x = centres(CELLS)
w = np.pi / LENGTH
tau_small = 0.01
acid_full = acid_from_exposure(EXPOSURE)
a_s = acid_full * (0.5 + 0.3 * np.cos(w * x))
q_s = QUENCHER * (0.6 - 0.3 * np.cos(w * x))
ax, qx = -0.3 * acid_full * w * np.sin(w * x), 0.3 * QUENCHER * w * np.sin(w * x)
axx = -0.3 * acid_full * w**2 * np.cos(w * x)
qxx = 0.3 * QUENCHER * w**2 * np.cos(w * x)
a_split, q_split, _, _ = simulate(a_s, q_s, tau_small, 1, "reaction first")
a_true, q_true, _ = integrate_cells(a_s, q_s, tau_small, 1e-13, 1e-17)
front = -0.5 * K * tau_small**2
a_pred = front * (2 * DA * ax * qx + (DA - DQ) * a_s * qxx)
q_pred = front * (2 * DQ * ax * qx + (DQ - DA) * q_s * axx)
local_a = np.abs(a_split - a_true - a_pred).max() / np.abs(a_pred).max()
local_q = np.abs(q_split - q_true - q_pred).max() / np.abs(q_pred).max()
assert local_a < 0.03 and local_q < 0.03

# --- Sharp exposure edge: convergence to the unsplit solution
a_start, q_start = sharp_start(CELLS)
h = LENGTH / CELLS
a_ref, q_ref, dose_ref = integrate_cells(a_start, q_start, BAKE)
edge_ref, slope_ref = edge_position(dose_ref)
norm_ref = np.sqrt((a_ref**2 + q_ref**2).sum())
errors, excess, edges = {}, {}, {}
example_lowest = np.inf
for scheme in ("symmetric", "reaction first", "reaction last"):
    for tau in (6.0, 1.0, 0.25, 0.125):
        a1, q1, dose1, low = simulate(a_start, q_start, tau,
                                      round(BAKE / tau), scheme)
        example_lowest = min(example_lowest, low)
        errors[scheme, tau] = np.sqrt(((a1 - a_ref)**2
                                       + (q1 - q_ref)**2).sum()) / norm_ref
        excess[scheme, tau] = (a1 - a_ref).sum() * h
        edges[scheme, tau] = edge_position(dose1)[0]
        assert abs((a1 - q1 - a_start + q_start).sum() * h) < 1e-9
assert example_lowest >= 0.0
order = {s: np.log2(errors[s, 0.25] / errors[s, 0.125])
         for s in ("symmetric", "reaction first", "reaction last")}
assert 1.7 < order["symmetric"] < 2.3
assert 0.8 < order["reaction first"] < 1.2
assert 0.8 < order["reaction last"] < 1.2
assert excess["reaction first", 1.0] > 0 > excess["reaction last", 1.0]

# --- Explicit reaction step at tau = 6 s, raw and clipped at zero
kernel_q = heat_kernel(CELLS, DQ * 6.0 / h**2)
raw_q = kernel_q @ (q_start - K * 6.0 * a_start * q_start)
assert raw_q.min() < 0
a_clip, q_clip = a_start.copy(), q_start.copy()
for _ in range(10):
    loss = K * 6.0 * a_clip * q_clip
    a_clip = kernel @ np.maximum(a_clip - loss, 0.0)
    q_clip = kernel_q @ np.maximum(q_clip - loss, 0.0)
balance = (a_start - q_start).sum() * h
balance_clip = (a_clip - q_clip).sum() * h
assert balance - balance_clip > 0.1 * a_start.sum() * h

# --- Crank-Nicolson diffusion alone, ten steps from the sharp acid edge
lap = second_difference(CELLS)
cn = np.linalg.solve(np.eye(CELLS) - 0.5 * r_acid * lap,
                     np.eye(CELLS) + 0.5 * r_acid * lap)
profile, cn_lowest = a_start.copy(), np.inf
for _ in range(10):
    profile = cn @ profile
    cn_lowest = min(cn_lowest, profile.min())

# --- Size of neglected effects, as shifts of the half-deblocked edge
tau_f, steps_f = 0.25, round(BAKE / 0.25)
edge_base = edges["symmetric", 0.25]
fine = simulate(*sharp_start(2 * CELLS), tau_f, steps_f)
shift_mesh = edge_position(fine[2])[0] - edge_base
image = 0.5 * EXPOSURE * (1 + np.cos(np.pi * x / LENGTH))
smooth = simulate(acid_from_exposure(image), q_start, tau_f, steps_f)
shift_image = edge_position(smooth[2])[0] - edge_base
transmitted = np.exp(-ABSORB * FILM * 1e-3)
bottom = simulate(*sharp_start(CELLS, EXPOSURE * transmitted), tau_f, steps_f)
shift_film = edge_position(bottom[2])[0] - edge_base
boltzmann_ev = constants.k / constants.e
rate_factor = np.exp(BARRIER / boltzmann_ev
                     * (1 / TEMPERATURE - 1 / (TEMPERATURE + 1)))
# scaling every rate by one factor is the same as scaling the bake time
warm = simulate(a_start, q_start, tau_f * rate_factor, steps_f)
shift_warm = edge_position(warm[2])[0] - edge_base
radius = K / (4 * np.pi * (DA + DQ))
t_neutral = 1 / (K * acid_full)
transient = radius / np.sqrt(np.pi * (DA + DQ) * t_neutral)
faster = simulate(a_start, q_start, tau_f, steps_f, k=K * (1 + transient))
shift_rate = edge_position(faster[2])[0] - edge_base
blur = np.sqrt(2 * DA * BAKE)
count = THRESHOLD / BAKE * blur**3
noise_edge = THRESHOLD / np.sqrt(count) / abs(slope_ref)

print(f"PAG {PAG} nm^-3, Dill C {DILL_C} cm^2/mJ, exposure {EXPOSURE} mJ/cm^2")
print(f"quencher {QUENCHER} nm^-3, Da {DA} nm^2/s, Dq {DQ} nm^2/s")
print(f"k {K} nm^3/s, kd {KD} nm^3/s, bake {BAKE} s at {TEMPERATURE} K")
print(f"half period {LENGTH} nm, exposed to {LENGTH/2} nm, cell {h} nm")
print(f"acid after exposure: {acid_full:.5f} nm^-3")
one = neutralize(np.array([acid_full]), np.array([QUENCHER]), K, 6.0)
z_one = K * 6.0 * (acid_full - QUENCHER)
print(f"one 6 s neutralization, exposed cell: z = {z_one:.4f}")
print(f"  acid {one[0][0]:.5f}, quencher {one[1][0]:.6f} nm^-3")
print(f"  acid dose in that step {one[2][0]:.5f} s/nm^3")
print(f"k tau a = {K*6*acid_full:.3f}, k tau q = {K*6*QUENCHER:.3f} (tau 6 s)")
print(f"r acid = {r_acid:.2f}, r quencher = {DQ*6/h**2:.2f} (tau 6 s)")
print(f"flow vs integration, largest difference: {flow_error:.1e}")
print(f"kernel vs matrix exponential, largest difference: {kernel_error:.1e}")
print(f"lowest value, random profiles, k tau = 3e5 nm^3: {harsh_lowest:.1e}")
print(f"lowest value, all split runs of example: {example_lowest:.1e} nm^-3")
for r, s, i, o in cn_rows:
    print(f"Crank-Nicolson r={r:.1f}: spike {s:.4f}, edge in {i:.4f} out {o:.4f}")
print(f"forward Euler, last exposed cell of unit edge: {euler_edge:.2f}")
print(f"Crank-Nicolson, acid edge, lowest in 10 steps: {cn_lowest:.2e} nm^-3")
print(f"one-step error law, misfit: acid {local_a:.2%}, quencher {local_q:.2%}")
print("scheme, tau (s): relative error, acid excess (nm^-2), edge (nm)")
for scheme in ("symmetric", "reaction first", "reaction last"):
    for tau in (6.0, 1.0, 0.25, 0.125):
        key = (scheme, tau)
        print(f"  {scheme}, {tau}: {errors[key]:.2e}, {excess[key]:+.2e}, "
              f"{edges[key]:.3f}")
print("observed orders: " + ", ".join(f"{s} {p:.2f}" for s, p in order.items()))
print(f"unsplit: edge {edge_ref:.3f} nm, acid total {a_ref.sum()*h:.4f} nm^-2")
print(f"unsplit: first-cell acid {a_ref[0]:.5f}, last-cell quencher "
      f"{q_ref[-1]:.5f} nm^-3")
print(f"explicit reaction, lowest quencher, step 1: {raw_q.min():.5f} nm^-3")
print(f"acid minus quencher: true {balance:.4f}, clipped {balance_clip:.4f} nm^-2")
print(f"clipped explicit scheme, first-cell acid: {a_clip[0]:.5f} nm^-3")
print(f"dose at edge {THRESHOLD:.4f} s/nm^3, slope {slope_ref:.4f} s/nm^4")
print(f"edge shift, cell width halved: {shift_mesh:+.3f} nm")
print(f"edge shift, cosine image of same peak: {shift_image:+.3f} nm")
print(f"edge shift, film bottom (absorption {ABSORB}/um, film {FILM} nm, "
      f"transmission {transmitted:.3f}): {shift_film:+.3f} nm")
print(f"edge shift, +1 K (barrier {BARRIER} eV, rates x {rate_factor:.4f}): "
      f"{shift_warm:+.3f} nm")
print(f"capture radius {radius:.3f} nm, neutralization time {t_neutral:.2f} s")
print(f"transient rate excess {transient:.3f}, edge shift {shift_rate:+.3f} nm")
print(f"acid blur length {blur:.2f} nm, acids in its cube at edge {count:.1f}")
print(f"edge noise from acid counting (estimate): {noise_edge:.2f} nm")
print(f"acids in one cubic cell: {acid_full*h**3:.5f}")
print("done: every assertion held")
```

Printed output:

```
PAG 0.06 nm^-3, Dill C 0.05 cm^2/mJ, exposure 25.0 mJ/cm^2
quencher 0.015 nm^-3, Da 1.0 nm^2/s, Dq 0.1 nm^2/s
k 10.0 nm^3/s, kd 2.0 nm^3/s, bake 60.0 s at 383.0 K
half period 40.0 nm, exposed to 20.0 nm, cell 0.5 nm
acid after exposure: 0.04281 nm^-3
one 6 s neutralization, exposed cell: z = 1.6686
  acid 0.02978, quencher 0.001967 nm^-3
  acid dose in that step 0.20316 s/nm^3
k tau a = 2.569, k tau q = 0.900 (tau 6 s)
r acid = 24.00, r quencher = 2.40 (tau 6 s)
flow vs integration, largest difference: 1.4e-15
kernel vs matrix exponential, largest difference: 4.4e-16
lowest value, random profiles, k tau = 3e5 nm^3: 0.0e+00
lowest value, all split runs of example: 0.0e+00 nm^-3
Crank-Nicolson r=1.4: spike 0.0260, edge in 0.5130 out 0.4870
Crank-Nicolson r=1.6: spike -0.0241, edge in 0.4880 out 0.5120
Crank-Nicolson r=24.0: spike -0.7143, edge in 0.1429 out 0.8571
forward Euler, last exposed cell of unit edge: -23.00
Crank-Nicolson, acid edge, lowest in 10 steps: 8.61e-07 nm^-3
one-step error law, misfit: acid 0.29%, quencher 0.18%
scheme, tau (s): relative error, acid excess (nm^-2), edge (nm)
  symmetric, 6.0: 2.54e-03, -2.41e-05, 22.169
  symmetric, 1.0: 7.33e-05, +2.08e-06, 22.300
  symmetric, 0.25: 4.57e-06, +1.54e-07, 22.300
  symmetric, 0.125: 1.14e-06, +3.97e-08, 22.301
  reaction first, 6.0: 1.63e-02, +4.85e-03, 21.887
  reaction first, 1.0: 2.84e-03, +8.75e-04, 22.247
  reaction first, 0.25: 7.18e-04, +2.22e-04, 22.287
  reaction first, 0.125: 3.60e-04, +1.11e-04, 22.294
  reaction last, 6.0: 1.80e-02, -5.75e-03, 22.558
  reaction last, 1.0: 2.91e-03, -9.08e-04, 22.356
  reaction last, 0.25: 7.22e-04, -2.24e-04, 22.314
  reaction last, 0.125: 3.61e-04, -1.12e-04, 22.307
observed orders: symmetric 2.00, reaction first 1.00, reaction last 1.00
unsplit: edge 22.301 nm, acid total 0.4393 nm^-2
unsplit: first-cell acid 0.02539, last-cell quencher 0.01486 nm^-3
explicit reaction, lowest quencher, step 1: -0.02353 nm^-3
acid minus quencher: true 0.2562, clipped -0.2144 nm^-2
clipped explicit scheme, first-cell acid: 0.00385 nm^-3
dose at edge 0.3466 s/nm^3, slope -0.0953 s/nm^4
edge shift, cell width halved: +0.002 nm
edge shift, cosine image of same peak: +4.655 nm
edge shift, film bottom (absorption 1.2/um, film 90.0 nm, transmission 0.898): -0.392 nm
edge shift, +1 K (barrier 1.0 eV, rates x 1.0821): +0.316 nm
capture radius 0.723 nm, neutralization time 2.34 s
transient rate excess 0.255, edge shift -0.151 nm
acid blur length 10.95 nm, acids in its cube at edge 7.6
edge noise from acid counting (estimate): 1.32 nm
acids in one cubic cell: 0.00535
done: every assertion held
```
